\section*{Why a Tauc tangent overestimates the gap for constant dipole elements}

\section*{Question}

I am analysing optical absorption of silicon amorphised by self-implantation, before and after an anneal. To learn what the analysis does, I want to start from a gap that I know, generate the absorption, and extract the gap again.

My model has parabolic band edges and a dipole matrix element that does not depend on energy. I plot $\sqrt{\alpha E}$ against photon energy $E$ (the Tauc plot), draw a tangent, and read off where it meets the energy axis. The number I get back is larger than the gap I put in, and it changes when I move the tangent point. Yet the data look straight, and I thought that parabolic bands were what made a Tauc plot linear.

How does the absorption follow from the model, factors included? Can one show that the tangent always overestimates the input gap, or can it go the other way? And does the error cancel when I only want the change of gap on annealing?

\section*{Answer}

Parabolic bands alone do not make the Tauc plot straight. The energy dependence of the matrix element matters too, and a constant dipole gives a curve that bends upwards. The derivation below uses Hartree atomic units with Gaussian fields; the example is in eV and cm$^{-1}$.

\subsection*{From transitions to $\varepsilon_2$}

Let the field be $F\cos\omega t$ along $x$. The perturbation is $Fx\cos\omega t$, up to a sign that drops out. Its absorbing part has amplitude $F/2$, so the golden rule gives, for a filled state $v$ and an empty state $c$,
\begin{equation}
\Gamma_{vc}=2\pi\frac{F^2}{4}|x_{cv}|^2\delta(E_c-E_v-\omega)
=\frac{\pi F^2}{2}|x_{cv}|^2\delta(E_c-E_v-\omega).
\end{equation}
Each transition absorbs energy $\omega$. With two spins, the power per volume is
\begin{equation}
P=\frac{2\omega}{V}\sum_{vc}\Gamma_{vc}
=\frac{\pi\omega F^2}{V}\sum_{vc}|x_{cv}|^2\delta(E_c-E_v-\omega),
\end{equation}
where the sum runs over spatial states. Macroscopically, a medium with susceptibility $\chi$ dissipates $\tfrac12\omega F^2\,\mathrm{Im}\,\chi$ on average. Since $\varepsilon=1+4\pi\chi$, this is $\omega\varepsilon_2F^2/(8\pi)$. Equating the two powers,
\begin{equation}
\varepsilon_2(\omega)=\frac{8\pi^2}{V}\sum_{vc}|x_{cv}|^2\delta(E_c-E_v-\omega).
\end{equation}
This is linear response for independent electrons: local-field corrections and electron--hole attraction are left out.

In the amorphous network I assume that no wave-vector selection rule survives, so every $v$ couples to every $c$ with the same mean square element. For extended states with random relative phases, that element falls as $1/V$. Write it as $|x_{cv}|^2=d^2\Omega/V$, where $d$ is a dipole length along the field and $\Omega$ a coherence volume. ``Constant dipole'' means that $d^2\Omega$ does not depend on energy.

\subsection*{The parabolic bands}

Up to wave number $k$ there are $k^3/(6\pi^2)$ states per volume and spin. With $k=\sqrt{2me}$, where $e$ is the distance from the band edge, differentiation gives
\begin{equation}
g(e)=\frac{d}{de}\frac{(2me)^{3/2}}{6\pi^2}=\frac{(2m)^{3/2}}{4\pi^2}\sqrt e .
\end{equation}
Here $m$ is a density-of-states mass; it does not imply that wave vector is conserved.

Let $W=E-E_g$, with $E=\omega$. If the hole lies at depth $e$ in the valence band, the electron lies at height $W-e$ in the conduction band. The sum over pairs becomes $V^2$ times
\begin{align}
J&=\int_0^W g_v(e)\,g_c(W-e)\,de\nonumber\\
&=\frac{(4m_vm_c)^{3/2}}{16\pi^4}\int_0^W\sqrt{e(W-e)}\,de .
\end{align}
The integrand is the height of a semicircle of diameter $W$, so the integral is its area, $\pi W^2/8$. Also $(4m_vm_c)^{3/2}=8(m_vm_c)^{3/2}$. Hence
\begin{equation}
J=\frac{(m_vm_c)^{3/2}W^2}{16\pi^3},
\end{equation}
and the volume factors cancel:
\begin{equation}
\varepsilon_2=8\pi^2d^2\Omega J=CW^2,\qquad
C=\frac{d^2\Omega\,(m_vm_c)^{3/2}}{2\pi}.
\label{eq:eps}
\end{equation}
Below the gap $\varepsilon_2=0$ in this model.

\subsection*{From $\varepsilon_2$ to the Tauc curve}

In a medium of complex index $n+i\kappa$ the wave varies as $\exp[i\omega(n+i\kappa)z/c]$. Its intensity decays as $\exp(-2\omega\kappa z/c)$, so $\alpha=2\omega\kappa/c$. Squaring the index gives $\varepsilon_2=2n\kappa$, and therefore
\begin{equation}
\alpha=\frac{\omega\varepsilon_2}{nc}=\frac{C}{nc}\,E(E-E_g)^2 .
\end{equation}
Take $n$ constant for now. The plotted quantity is
\begin{equation}
y=\sqrt{\alpha E}=K\,E(E-E_g),\qquad K=\sqrt{\frac{C}{nc}} .
\label{eq:y}
\end{equation}
The extra factor $E$ bends the plot: $y''=2K>0$.

To see where it comes from, compare a constant momentum element. For a local potential $[x,H]=ip$. Taking this between $c$ and $v$ gives $(E_v-E_c)x_{cv}=ip_{cv}$, so $|p_{cv}|=\omega|x_{cv}|$. If $|p_{cv}|$ is constant, $|x_{cv}|^2\propto1/E^2$ and $\varepsilon_2\propto W^2/E^2$. Then $\alpha E\propto E^2\varepsilon_2\propto W^2$, and the Tauc plot is straight, with its zero at $E_g$. For a constant dipole, the straight plot is instead $\sqrt{\alpha/E}\propto\sqrt{\varepsilon_2}\propto W$, known as the Cody plot. Both statements use constant $n$.

\subsection*{The tangent}

At $E_0>E_g$, equation~(\ref{eq:y}) has slope $y'=K(2E_0-E_g)$. The tangent $y(E_0)+y'(E_0)(E-E_0)$ vanishes at
\begin{align}
E_T&=E_0-\frac{y(E_0)}{y'(E_0)}
=E_0-\frac{E_0(E_0-E_g)}{2E_0-E_g}\nonumber\\
&=\frac{2E_0^2-E_0E_g-E_0^2+E_0E_g}{2E_0-E_g}
=\frac{E_0^2}{2E_0-E_g}.
\label{eq:ET}
\end{align}
Subtracting the input gap,
\begin{equation}
E_T-E_g=\frac{E_0^2-2E_0E_g+E_g^2}{2E_0-E_g}
=\frac{(E_0-E_g)^2}{2E_0-E_g}>0 .
\label{eq:excess}
\end{equation}
The numerator is a square and the denominator exceeds $E_0$. Within the model as stated, with sharp edges and constant $n$, every tangent above the gap overestimates it. The strength $K$ has dropped out, so neither the masses nor the dipole length affects the error.

With $W_0=E_0-E_g$ the excess is $W_0^2/(E_g+2W_0)$. Its derivative with respect to $W_0$ is $2W_0(E_g+W_0)/(E_g+2W_0)^2>0$, so moving the tangent up in energy always increases the error. Close to the edge, $W_0\ll E_g$, the excess tends to $W_0^2/E_g$. For $E_0\gg E_g$ the formula gives $E_T\to E_0/2+E_g/4$: the intercept then mostly reports where you drew the tangent. That second limit is algebraic, because real bands stop being parabolic first.

\subsection*{A fitted line instead of a tangent}

A line through two points of the curve, $E_g<E_1<E_2$, has slope
\begin{equation}
K\frac{E_2^2-E_1^2-E_g(E_2-E_1)}{E_2-E_1}=K(E_1+E_2-E_g).
\end{equation}
Its zero is $E_1-E_1(E_1-E_g)/(E_1+E_2-E_g)=E_1E_2/(E_1+E_2-E_g)$, and its excess is
\begin{equation}
\frac{E_1E_2}{E_1+E_2-E_g}-E_g=\frac{(E_1-E_g)(E_2-E_g)}{E_1+E_2-E_g}>0 .
\label{eq:chord}
\end{equation}

A least-squares line is such a chord. Take at least three distinct energies, none below $E_g$, with positive weights $w_i$. The residuals $r_i$ satisfy $\sum w_ir_i=0$ and $\sum w_iE_ir_i=0$. They cannot all vanish, because a line meets a parabola at most twice. The first condition requires both signs. If the sign changed only once, at $E_*$, all nonzero terms of $\sum w_i(E_i-E_*)r_i$ would share a sign, yet the two conditions make this sum zero. So there are at least two changes of sign, hence two crossings inside the window, and (\ref{eq:chord}) applies. This holds for noise-free model data; noise can move a fit either way.

For equal weights and a window symmetric about the energy $m$ (not a mass here), put $E=m+t$:
\begin{equation}
\frac yK=m(m-E_g)+(2m-E_g)t+t^2 .
\end{equation}
By symmetry $t^2$ has no correlation with $t$, so the best line replaces $t^2$ by its mean, the variance $v$ of the energies. Setting that line to zero gives
\begin{equation}
E_{\rm fit}=m-\frac{m(m-E_g)+v}{2m-E_g}=\frac{m^2-v}{2m-E_g}.
\label{eq:fit}
\end{equation}

\subsection*{Numbers for an implanted film}

Take round parameters: $E_g=1.30$ eV after the anneal and $1.20$ eV as implanted, $m_v=m_c=2.0$, $d=2.0$ \AA\ $=3.779$ bohr, $\Omega=20.0$ \AA$^3=135.0$ bohr$^3$ (about one atomic volume), and $n=4.0$. Since $(m_vm_c)^{3/2}=8$,
\begin{equation}
C=\frac{(3.779)^2(135.0)(8)}{2\pi}\approx2455\ \mathrm{hartree}^{-2}
=3.315\ \mathrm{eV}^{-2}.
\end{equation}
At $E_0=2.00$ eV in the annealed film, $\varepsilon_2=3.315\times0.70^2=1.62$. In ordinary units $\alpha=E\varepsilon_2/(n\hbar c)=4.1\times10^4$ cm$^{-1}$, an absorption length of 243 nm. The tangent there gives
\begin{equation}
E_T=\frac{2.00^2}{4.00-1.30}=1.48\ \mathrm{eV},\qquad
E_T-E_g=\frac{0.70^2}{2.70}=0.18\ \mathrm{eV}.
\end{equation}
The excess is 14\% of the input gap. It is 0.08 eV for a tangent at 1.7 eV and 0.30 eV at 2.3 eV, which is the drift you noticed.

Now fit 61 equally spaced points from 1.7 to 2.3 eV. Their variance is 0.0310 eV$^2$, so (\ref{eq:fit}) gives $(4.00-0.031)/2.70=1.47$ eV, an excess of 0.17 eV. The coefficient of determination is $R^2=0.997$. A plot that looks straight over this window is therefore no evidence that its intercept is the gap. Fitted to the same constant-dipole absorption, the Cody plot returns 1.30 eV.

\subsection*{Does the error cancel on annealing?}

Only in part, if both films have sharp edges, the same constant index and no defect background. With $E_0$ held fixed, differentiating (\ref{eq:ET}) gives
\begin{equation}
\frac{dE_T}{dE_g}=\frac{E_0^2}{(2E_0-E_g)^2}<1,
\label{eq:response}
\end{equation}
because $2E_0-E_g>E_0$. A larger gap brings the edge closer to the tangent point and so reduces the excess. At $E_0=2.00$ eV and $E_g=1.30$ eV the response is $4.00/7.29=0.55$.

For the full step, the as-implanted film gives $4.00/2.80=1.429$ eV and the annealed film 1.481 eV. The apparent change is 0.053 eV, while the true change is 0.100 eV.

You could instead place both tangents at the same absorption. The as-implanted film has $\alpha=5.4\times10^4$ cm$^{-1}$ at 2.00 eV; the annealed film reaches that value at 2.084 eV. The second intercept is then $2.084^2/(4.168-1.30)=1.514$ eV, and the apparent change is 0.086 eV. This is better, but still too small. Both comparisons hold $C$ and $n$ fixed. Equal absorption then means equal $EW^2$, so the distances from the edge are nearly, but not exactly, the same: 0.80 and 0.78 eV here. If annealing changes the matrix element, they can differ by more. With $C$ lower by 20\% in the annealed film, its distance becomes 0.86 eV and the apparent change 0.117 eV, now larger than the true one.

Annealing can also reduce band tails and defect absorption. Both lower the intercept, as shown below, so reducing them adds to the apparent change. Suppose the tail energy $b$ defined below falls from 0.12 to 0.06 eV and a flat defect background from 8000 to 1000 cm$^{-1}$. Tangents at 2.00 eV then give an apparent change of 0.125 eV. Most of the rise comes from the background (0.113 eV with the background alone, 0.065 eV with the tails alone), and the background acts relative to $\alpha$: with $C$ larger by a factor 2.4 in both films, the same tails and backgrounds give 0.090 eV. In real films the apparent change can therefore lie on either side of the true one.

\subsection*{When the overestimate can fail}

\textbf{A varying refractive index.} Since $y^2\propto E^2W^2/n$, taking the logarithm and differentiating gives
\begin{equation}
L\equiv\frac{y'}{y}=\frac1E+\frac1W-\frac{1}{2n}\frac{dn}{dE},
\qquad E_T=E_0-\frac1L .
\label{eq:L}
\end{equation}
The excess is $W_0-1/L$. For a rising tangent, $L>0$, it is positive if and only if $L>1/W_0$, that is,
\begin{equation}
\frac{d\ln n}{d\ln E}<2\quad\text{at }E_0 .
\end{equation}
An index that grows faster than $E^2$ at $E_0$ would reverse the result, as long as the tangent still rises.

To estimate the slope of $n$, the spectrum must be closed at high energy, because (\ref{eq:eps}) grows without limit. I divided $CW^2$ by $1+(W/B)^5$, an assumed shape, and fixed $B$ from the sum rule
\begin{equation}
\int_0^\infty E\,\varepsilon_2\,dE=\frac{\pi}{2}E_p^2 .
\end{equation}
With four valence electrons per atomic volume, the plasma energy is $E_p=16.6$ eV and $B=3.14$ eV. The Kramers--Kronig relation
\begin{equation}
\varepsilon_1(E)=1+\frac2\pi\,\mathcal P\!\int_0^\infty
\frac{E'\varepsilon_2(E')}{E'^2-E^2}\,dE'
\end{equation}
then yields $n=3.75$ and $d\ln n/d\ln E=0.29$ at 2.00 eV, well below 2. The intercept falls from 1.48 to 1.46 eV and remains an overestimate. The value of $n$ depends on the assumed shape: exponents from 4.5 to 8 in place of 5 give $n$ from 3.4 to 4.3, while the slope stays at 0.29 to 0.30 and the intercept at 1.46 eV. With $C$ larger by a factor 2.4 to 4, the slope rises to 0.35--0.37 and the intercept is about 1.45 eV. The Cody plot is affected too: its logarithmic slope is $1/W-(dn/dE)/(2n)$, so a rising index puts its intercept below the gap, here by about 0.04 eV for a tangent at 2.00 eV.

\textbf{Band tails.} Damage and disorder smear the edge. Model this by averaging $(W+s)^2$, where $W+s>0$, over shifts $s$ with weight $e^{-|s|/b}/(2b)$. Without the restriction the average is $W^2+2b^2$, since the variance of $s$ is $2b^2$. For $W>0$ one must remove the part with $s<-W$. Substituting $s=-W-t$, that part is
\begin{equation}
e^{-W/b}\int_0^\infty\frac{t^2e^{-t/b}}{2b}\,dt=b^2e^{-W/b}.
\end{equation}
Thus $W^2$ is replaced by
\begin{equation}
S(W)=W^2+2b^2-b^2e^{-W/b}\qquad(W>0),
\end{equation}
and the same substitution gives an exponential tail $b^2e^{W/b}$ for $W<0$. Well above the edge the last term of $S$ is negligible. With constant $n$,
\begin{equation}
L\simeq\frac1E+\frac{W}{W^2+2b^2}.
\end{equation}
The second term is smaller than $1/W$, so tails lower the intercept. Requiring $L>1/W$ gives
\begin{equation}
W(W^2+2b^2)>2b^2E ,
\end{equation}
which fails near the edge. For $b=0.08$ eV, the full $S$ puts the reversal at $E_0=1.55$ eV. A tangent just below that energy underestimates the nominal gap. At 2.00 eV the intercept is 1.47 eV, still too high. So moving the tangent down to reduce the curvature error eventually brings in the tail.

\textbf{Defect absorption.} A flat background $\alpha_d$ changes the logarithmic slope to
\begin{equation}
L=\frac12\left[\frac1E+\frac{\alpha'}{\alpha+\alpha_d}\right].
\end{equation}
It raises the curve without raising $\alpha'$, so it too lowers the intercept. With $\alpha_d=2000$ cm$^{-1}$, about 5\% of $\alpha$ at 2.00 eV, the result is 1.46 eV.

\textbf{Temperature.} The intercept refers to the gap at the temperature of measurement. With an assumed slope of $-0.40$ meV/K, heating the annealed film from 300 to 723 K lowers its gap from 1.30 to 1.13 eV. The tangent at 2.00 eV moves from 1.48 to 1.39 eV, again by less than the gap does. Films should be compared at one temperature.

\subsection*{What this says about your film}

The gaps, tail energy, defect background and temperature slope above are rough values meant for amorphous silicon, not fits to a sample. The model absorption of 4 to $5\times10^4$ cm$^{-1}$ near 2 eV is on the low side: unhydrogenated amorphous silicon absorbs roughly $10^5$ cm$^{-1}$ there, so a given defect background weighs less in a real film than in this example. The masses and dipole length set that scale, but they do not affect the intercept when the index is constant and there is no defect background. Real films break the assumptions of sharp edges, constant index and zero defect absorption. Taken one at a time, these lower the 2.00 eV intercept by 0.01 to 0.02 eV, against an excess of 0.18 eV. Acting together, they give about 1.43 eV, still above the gap. Heavier damage can reverse the sign: with $b=0.2$ eV, $\alpha_d=1.5\times10^4$ cm$^{-1}$ and the same index slope, the 2.00 eV intercept is about 1.25 eV, below the nominal gap.

The larger uncertainty is the matrix element itself. For the same gap, tangent point and constant index, a constant momentum element gives 1.30 eV and a constant dipole gives 1.48 eV. The model cannot tell you which is closer to your film. Comparing the straightness of the Tauc and Cody plots over a wider range can help, provided that the range stays above the tail and below the energies where the bands cease to be parabolic. Whichever plot you use, report the fit window with the gap. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
input gap, annealed / as implanted: 1.30 / 1.20 eV
masses mv, mc: 2.0, 2.0 electron masses
dipole length: 2.0 angstrom = 3.779 bohr
coherence volume: 20.0 A^3 = 135.0 bohr^3
constant refractive index: 4.0
C in eps2 = C W^2: 2454.7 hartree^-2 = 3.315 eV^-2
propagated / golden-rule power: 0.9973
counted / formula integrated eps2: 1.0000
tangent energy E0: 2.00 eV
eps2 at E0: 1.624
alpha at E0: 4.116e+04 1/cm
absorption length at E0: 243 nm
tangent at 1.5 eV: zero 1.3235 eV, excess 0.0235 eV
tangent at 1.7 eV: zero 1.3762 eV, excess 0.0762 eV
tangent at 2.0 eV: zero 1.4815 eV, excess 0.1815 eV
tangent at 2.3 eV: zero 1.6030 eV, excess 0.3030 eV
tangent at 2.6 eV: zero 1.7333 eV, excess 0.4333 eV
chord 1.7-2.3 eV: zero 1.4481 eV
fit window: 1.7 to 2.3 eV, 61 points
window variance: 0.03100 eV^2
fit zero: 1.4700 eV, excess 0.1700 eV
fit R^2: 0.99661
smallest excess in 500 random weighted fits: 0.0535 eV
constant momentum element, Tauc zero: 1.3000 eV
constant dipole, sqrt(alpha/E) zero: 1.3000 eV
as-implanted Tauc zero at E0: 1.4286 eV
true gap change on annealing: 0.100 eV
apparent change, fixed energy: 0.0529 eV
response dE_T/dEg at annealed gap: 0.5487
as-implanted alpha at E0: 5.376e+04 1/cm
annealed film has that alpha at: 2.0838 eV
apparent change, fixed alpha: 0.0856 eV
plasma energy, 4 electrons per atom: 16.61 eV
roll-off energy B from sum rule: 3.141 eV
dispersive n at E0: 3.754, d ln n/d ln E: 0.294
Tauc zero with dispersion: 1.4604 eV
tail energy: 0.08 eV, Tauc zero with tails: 1.4715 eV
with tails, overestimate reverses below: 1.550 eV
defect background: 2000 1/cm, Tauc zero: 1.4597 eV
gap slope: -0.40 meV/K, T: 300, 723 K
gap when hot: 1.1308 eV, Tauc zero when hot: 1.3941 eV
\end{verbatim}
